Ternary phase stability: from convex-hull facets to chemical potentials and linear programs

**What scaling fixes**

Let N = (N_A, N_B, N_X) be the numbers of atoms in a large sample, and 𝓔(N) the lowest energy that any mixture of phases can reach with them. If surfaces and interfaces are neglected, doubling all amounts doubles the energy:

𝓔(λN) = λ 𝓔(N) for every λ > 0.

Differentiating with respect to λ and setting λ = 1 gives, wherever 𝓔 is differentiable,

𝓔(N) = N_A μ_A + N_B μ_B + N_X μ_X, with μ_j = ∂𝓔/∂N_j.

There is no additive constant. The energy therefore follows from the amounts and three chemical potentials, each an energy per atom. The potentials alone do not fix the amounts: all mixtures of the same three coexisting phases share one μ. Dividing by the total number of atoms leaves the atomic fractions x = (x_A, x_B, x_X), whose sum is 1, and the energy per atom x·μ.

A second invariance leaves the reference free to be chosen. Let u_i be the calculated total energy per atom of phase i, and u⁰ the vector of the three elemental energies. Define the formation energy e_i = u_i − x_i·u⁰ and measure the chemical potentials from the elements, μ = M − u⁰, where M is the absolute vector. Then x_i·M ≤ u_i and x_i·μ ≤ e_i are the same condition. Only formation energies matter, provided compounds and elements are treated at the same level of theory.

This guide concerns two inputs used in calculations of defects, surfaces and interfaces: the list of competing phases and the chemical potentials. The assumptions are static energies, phases of fixed composition, and equilibrium. Entropy, strain and kinetics are left out. The three elements are in the list with e = 0, and only the lowest polymorph is kept at each composition.

**The hull and its dual**

Let w_i be the fraction of all atoms that sits in phase i. The lowest energy per atom at composition x is

E(x) = min Σ w_i e_i, with Σ w_i x_i = x and w_i ≥ 0.

Adding the three components of the constraint gives Σ w_i = 1, so E is the lower convex hull of the points (x_i, e_i).

Now define the set of chemical potentials at which no phase can lower the energy by forming:

P = {μ : x_i·μ ≤ e_i for every phase i}.

For any μ in P and any allowed mixture,

x·μ = Σ w_i x_i·μ ≤ Σ w_i e_i.

The left side therefore never exceeds E(x). To show that it reaches E(x), take a lower hull triangle above x, with corner phases i, j, k. One exists for every x because the elements are in the list. Its plane is an affine function of x_B and x_X, and x_A + x_B + x_X = 1 turns it into

a + b x_B + c x_X = a x_A + (a + b) x_B + (a + c) x_X = x·μ,

with μ = (a, a + b, a + c). All phases lie on or above this plane, so μ belongs to P. The three corner phases lie on it, so their mixture has energy exactly x·μ. Hence

E(x) = max x·μ over μ in P.

**From a facet to chemical potentials**

The argument also shows that the chemical potentials are the heights at which the facet plane meets the three pure corners. They solve

x_i·μ = e_i, x_j·μ = e_j, x_k·μ = e_k.

The solution is unique. Adding the second and third columns of the coefficient matrix to the first turns the first into ones without changing the determinant. Its magnitude is then twice the area of the triangle in the (x_B, x_X) plane, which is not zero.

A hull routine usually returns a facet as n_B x_B + n_X x_X + n_e e + d = 0, with outward normal (n_B, n_X, n_e). Lower facets have n_e < 0. Vertical side facets have n_e = 0 and must be discarded, with a small numerical tolerance. Solving for e at the corners gives

μ_A = −d/n_e, μ_B = −(n_B + d)/n_e, μ_X = −(n_X + d)/n_e.

Since μ satisfies three independent constraints as equalities and all others as inequalities, it is a vertex of P. Conversely, a vertex of P defines a plane that lies on or below every phase and touches three that are not collinear, which is the plane of a lower facet. The correspondence is one-to-one if no facet plane contains a fourth phase. Enumeration of all triples of constraints confirmed it for the example below and for 15 random systems.

**The example**

A is a conductor, B a barrier metal and X an oxidant; the energies are round model parameters. The compounds, with e in eV/atom, are AX (−1.00), A2X (−0.60), BX (−2.40), BX2 (−3.00), AB (−0.40), ABX2 (−2.10), ABX3 (−2.40) and A2BX4 (−1.95).

Consider the facet A–BX2–ABX3. Multiplying each equation by the number of atoms in the formula gives

μ_A = 0
μ_B + 2μ_X = 3(−3.00) = −9
μ_A + μ_B + 3μ_X = 5(−2.40) = −12.

Subtracting the second line from the third, with μ_A = 0, gives μ_X = −3 eV, and then μ_B = −9 + 6 = −3 eV. The other six facets follow in the same way and are listed in the numerical output.

**The region in which a phase is stable**

Phase p can be in equilibrium on the face F_p = P ∩ {μ : x_p·μ = e_p}. To find its shape, first ask in which directions d it extends without limit. The elemental constraints μ_j ≤ 0 require d_j ≤ 0, and every such d keeps the other constraints satisfied because atomic fractions are not negative. Remaining on the face requires x_p·d = 0. This is a sum of terms that are all zero or negative, so d_j = 0 for each element present in p.

The rest of F_p is spanned by vertices. If a point of F_p is not a vertex, its active constraints leave some line free. Follow the line both ways. It cannot stay in P in both directions, because the elements bound μ from above. Either both ends meet a new constraint, and the point lies between them, or one end does and the other direction is unlimited, so the point is that end plus an unlimited direction. Each new constraint removes a freedom, so repetition ends at vertices.

The region of a ternary compound is therefore a bounded polygon whose corners come from the facets touching it. A binary compound also has an unlimited range toward low potential of the absent element.

For ABX3, eliminate μ_B = −12 − μ_A − 3μ_X. The BX2 constraint becomes

−12 − μ_A − 3μ_X + 2μ_X ≤ −9, that is, μ_A + μ_X ≥ −3.

The AX constraint is μ_A + μ_X ≤ −2. Together with μ_A ≤ 0 and μ_X ≤ 0, these give a quadrilateral with corners (μ_A, μ_X) = (0, −3), (0, −2), (−2, 0) and (−3, 0) eV, which are the four facets touching ABX3.

Two rules for the input follow.

First, the potentials must not be varied independently within their separate ranges. Both μ_A and μ_X run from −3 to 0 eV, but μ_A = μ_X = 0 violates the AX constraint by 2 eV. Nor does "X-rich", μ_X = 0, define one state: μ_B is −9 eV at the corner shared with BX2 and −10 eV at the corner shared with AX.

Second, evaluate the corners. A defect formation energy contains −Σ n_j μ_j, where n_j is the number of atoms of element j added. At fixed Fermi level it is linear in μ, and a linear function on a bounded polygon takes its extreme values at corners. The corners therefore give the range of each defect's formation energy. They need not show which defect is lowest inside the region, so defects must be compared there as well. If the Fermi level is instead set by charge neutrality, it moves with μ; the formation energy of a charged defect is then no longer linear in μ, and its extreme values can lie between the corners.

**Verifying each phase with a linear program**

For a phase p, find the largest s for which some μ satisfies

x_p·μ = e_p, and x_i·μ + s ≤ e_i for every i ≠ p.

To interpret s for a compound, take any mixture of the other phases with composition x_p. Multiply the inequalities by its weights w_i and add. Since Σ w_i = 1,

x_p·μ + s ≤ Σ w_i e_i, so s ≤ Σ w_i e_i − e_p.

The best mixture gives the bound s ≤ E′(x_p) − e_p, where E′ is the hull built without p. The bound is reached. By the duality result for the shortened list, there is a μ′ with x_i·μ′ ≤ e_i for i ≠ p and x_p·μ′ = E′(x_p). Set s = E′(x_p) − e_p and lower all three potentials by s, so that μ = μ′ − s(1, 1, 1). Because each x sums to 1,

x_p·μ = E′(x_p) − s = e_p
x_i·μ + s = x_i·μ′ ≤ e_i.

Therefore

s_p = E′(x_p) − e_p.

A positive s_p means that p lies below every mixture of the other phases, and the program supplies a μ that proves it. A negative s_p means that p is unstable. Removing p then leaves the hull unchanged, so −s_p is its energy above the hull. Zero is the marginal case. For an element s is unbounded, because the potentials of the other two elements can be lowered indefinitely; a numerical solver needs a cap there.

For s to be this energy difference per atom, the constraints must be written with energies per atom. If formula-unit energies G_i and atom counts N_i are used instead, the term s must be multiplied by the number of atoms n_i in the formula: N_i·μ + n_i s ≤ G_i.

A2BX4 shows why the whole list is needed. Against elements and binaries alone, its best competitor is 4/7 AX + 3/7 BX2:

s = [4(−1.00) + 3(−3.00)]/7 + 1.95 = +0.093 eV/atom.

It appears stable. With ABX3 in the list the best competitor is 2/7 AX + 5/7 ABX3:

s = [2(−1.00) + 5(−2.40)]/7 + 1.95 = −0.050 eV/atom.

Conversely, the best competitor of the stable phase ABX3 is 0.3 BX2 + 0.7 A2BX4, which contains an unstable phase:

s = 0.3(−3.00) + 0.7(−1.95) + 2.40 = +0.135 eV/atom.

There is no contradiction, since s asks what would form if ABX3 were absent. Unstable phases can be dropped when drawing the regions, but not when computing margins. This includes the higher polymorphs left out at the start: with one phase per composition, s_p measures stability against other compositions only. A second form of ABX3 at −2.39 eV/atom would cut its margin from 0.135 to 0.010 eV/atom, and an allotrope would make the margin of an element finite.

The binary limit works in the same way. A2X has a negative formation energy, yet equilibrium with it would require 2μ_A + μ_X = 3(−0.60) = −1.8 eV. Adding μ_A ≤ 0 to the AX constraint μ_A + μ_X ≤ −2 gives 2μ_A + μ_X ≤ −2 eV, so no such state exists. Its margin is −0.067 eV/atom.

**Incomplete lists and uncertain energies**

Adding a phase adds a constraint to P and an option to every mixture. The regions of the phases already listed can only shrink or stay the same, and so can their margins. Results from an incomplete list are therefore upper limits on stability.

Suppose each formation energy is uncertain by at most δ. The energy of any mixture is a weighted average, so E′ shifts by at most δ, and s_p by at most 2δ. The sign of s_p is safe if |s_p| > 2δ. The smallest magnitude here is 0.050 eV/atom, for A2BX4, so the division into stable and unstable phases is guaranteed for δ < 0.025 eV/atom. Beyond that it may still hold, but this bound no longer ensures it. The guarantee concerns which compositions are stable; which polymorph is lowest is safe only if its gap to the next one exceeds 2δ.

**Interfaces**

Two stable phases p and q are in contact, and a fraction t of the reacting atoms comes from q. The reaction energy per atom is

g(t) = E((1−t)x_p + t x_q) − (1−t)e_p − t e_q.

It vanishes at t = 0 and t = 1 and is convex, so it is never positive between them. Minimizing over t and the product weights together is again a linear program, because both enter linearly.

If g = 0 throughout, the midpoint lies on a facet with potentials μ for which x_p·μ + x_q·μ = e_p + e_q. Neither term on the left can exceed its partner on the right, so both are equal and both phases belong to the facet. Without coplanar fourth phases, they are joined by a tie line. Conversely, a tie line lies on the hull and gives g = 0. This equivalence was tested for every pair of stable phases in the example.

The contact A|BX has no tie line. Its strongest reaction per atom occurs at t = 0.8:

0.2 A + 0.8 BX → 0.4 AB + 0.6 BX2
g = 0.4(−0.40) + 0.6(−3.00) − 0.8(−2.40) = −0.040 eV/atom.

In formula units this is A + 2 BX → AB + BX2. It involves five atoms and releases 0.20 eV. The formation energy of A is zero by definition, so errors of at most δ in the three compounds change g by at most (0.4 + 0.6 + 0.8)δ = 1.8δ. Its sign is therefore guaranteed for δ < 0.022 eV/atom, a stricter demand than that for the list of stable phases.

The contact A|BX2 has a tie line and does not react. That statement holds for a closed contact. If X can enter or leave, μ_X is set from outside, and the pair survives only in a window. Coexistence fixes μ_A = 0 and μ_B = −9 − 2μ_X. The two limiting constraints are

AB: −9 − 2μ_X ≤ −0.8, so μ_X ≥ −4.1 eV
ABX3: −9 − 2μ_X + 3μ_X ≤ −12, so μ_X ≤ −3.0 eV.

Above −3.0 eV the oxidant converts the contact to ABX3; below −4.1 eV the loss of X favours AB. The thermodynamic compatibility of a barrier should therefore be judged by comparing this window with the μ_X of the process, as well as by the closed reaction energy; how well the layer blocks diffusion is a separate, kinetic question. If X comes from a gas, its μ_X depends on temperature and pressure through the gas entropy, which static energies omit and which must be added. For ideal O2 at 1 bar and 600 K, μ_O is about −0.6 eV, and reaching −3 eV would need a pressure near 10⁻⁴⁰ bar.

**When the diagram is not unique**

Change e(AB) to −0.30 eV/atom. The reaction A + 2 BX → AB + BX2 then has energy

2(−0.30) + 3(−3.00) − 2(2)(−2.40) = 0.

The phases A, AB, BX and BX2 are coplanar. A hull routine still divides their quadrilateral into two triangles, but the diagonal it draws has no physical meaning: both A|BX and AB|BX2 have zero driving force. The diagram has seven triangles but six distinct vertices. Merge triangles whose potentials agree within the numerical tolerance, and use the reaction energy, not the drawn line, to judge a contact.

**Procedure**

1. Compute all known phases and the elements at one level of theory, and form energies per atom.
2. Build the hull of (x_B, x_X, e), keep the facets with n_e < 0, and solve for μ on each.
3. Check every μ against the full list, and merge equal vertices.
4. Compute s for every phase, and compare |s| with 2δ.
5. For a ternary compound, use the corners of its region to find the range of each defect formation energy at fixed Fermi level, scan the whole region if the Fermi level is found self-consistently, and include interior points when comparing defects. If the defect or surface formula uses calculated total energies, add the elemental energies first: M = μ + u⁰.
6. For an interface, compute the closed reaction energy and the window of the exchanged element.

The procedure fails where its assumptions do. A phase with a wide composition range needs its energy as a function of composition in place of a point. At high temperature, free energies must replace e, and they can reorder phases whose margins are small. In thin films, interface energies scale with area and strain energy depends on how the phases are joined, so the opening argument no longer applies unchanged. A predicted reaction may also be too slow to observe, since the driving force alone does not determine the rate.

Numbers as computed

```
Phase: e (eV/atom); margin s (eV/atom); best competing mixture (atomic fractions)
A: e=0.000; s unbounded; no competitor
B: e=0.000; s unbounded; no competitor
X: e=0.000; s unbounded; no competitor
AX: e=-1.000; s=+0.5500; 0.250 X + 0.750 A2X
A2X: e=-0.600; s=-0.0667; 0.333 A + 0.667 AX
BX: e=-2.400; s=+0.1500; 0.250 B + 0.750 BX2
BX2: e=-3.000; s=+1.4000; 0.333 X + 0.667 BX
AB: e=-0.400; s=+0.4000; 0.500 A + 0.500 B
ABX2: e=-2.100; s=-0.1500; 0.250 A + 0.750 BX2
ABX3: e=-2.400; s=+0.1350; 0.300 BX2 + 0.700 A2BX4
A2BX4: e=-1.950; s=-0.0500; 0.286 AX + 0.714 ABX3
Stable phases: 8; facets: 7; tie lines: 14
Facet: mu_A, mu_B, mu_X (eV)
B-BX-AB: -0.800, 0.000, -4.800
BX-BX2-AB: -0.200, -0.600, -4.200
A-BX2-AB: 0.000, -0.800, -4.100
A-BX2-ABX3: 0.000, -3.000, -3.000
A-AX-ABX3: 0.000, -6.000, -2.000
X-BX2-ABX3: -3.000, -9.000, 0.000
X-AX-ABX3: -2.000, -10.000, 0.000
ABX3 region, lowest and highest chemical potential (eV)
mu_A: -3.000 to 0.000
mu_B: -10.000 to -3.000
mu_X: -3.000 to 0.000
A|BX2 coexistence window of mu_X: -4.100 to -3.000 eV
Contact: strongest reaction (eV/atom); atomic fraction of second phase; products
A|BX: -0.0400; 0.800; 0.600 BX2 + 0.400 AB
AX|BX: -0.5500; 0.500; 0.250 A + 0.750 BX2
A|BX2: 0.0000 eV/atom, no reaction
A + 2 BX -> AB + BX2: -0.200 eV per reaction as written
A2BX4 margin against elements and binaries only: +0.0929 eV/atom
Competing mixture in that test: 0.571 AX + 0.429 BX2
Coplanar case, e(AB)=-0.30 eV/atom: 7 triangles, 6 distinct mu vertices
Random systems tested: 15
```
